# Space-time GW: pointwise products in imaginary time and cubic scaling

## The situation

Remove an electron from a solid or a large molecule. The remaining electrons rearrange around the hole and lower the energy cost of making it. The GW approximation describes this through a self-energy built from the Green function \(G\) and the screened interaction \(W\). To find \(W\) one must know how the density responds to a potential, and the orbital formula for that response, derived below, sums over all pairs of one occupied and one empty orbital. Doubling the system quadruples the number of pairs, and each pair contributes to a matrix in two positions that is itself four times larger. The work grows sixteenfold. Can the pair sum be avoided without changing the theory?

I use Hartree atomic units, zero temperature, and a spin-unpolarised system with a gap and time-reversal symmetry. The mean-field orbitals \(\phi_n\), with energies \(\varepsilon_n\), can then be chosen real. I make that choice throughout, including within degenerate levels, and the formulas below rely on it. Index \(i\) means occupied, \(a\) empty, and \(\mu\) lies at midgap.

## One occupied and one empty orbital

Apply a small total potential \(u(\mathbf r)e^{\omega t}\), with \(\omega>0\). Since \(e^{-izt}=e^{\omega t}\) for \(z=i\omega\), a growing potential probes the response at imaginary frequency. Write the perturbed orbital as
\[
\psi_1=e^{-i\varepsilon_1t}\left[\phi_1+c\,e^{\omega t}\phi_2\right].
\]
The first-order Schrödinger equation, projected on \(\phi_2\), reads
\[
(\varepsilon_1+i\omega)c=\varepsilon_2c+u_{21},\qquad
c=-\frac{u_{21}}{\Delta-i\omega},\qquad \Delta=\varepsilon_2-\varepsilon_1 .
\]
(The admixture of \(\phi_1\) itself is imaginary and leaves the density unchanged.) Two electrons occupy \(\phi_1\), so the amplitude of the density change is \(2\phi_1\phi_2(c+c^*)\). With \(u_{21}=\int\phi_1\phi_2u\), this identifies the polarizability
\[
P(\mathbf r,\mathbf r';i\omega)=-2f(\mathbf r)f(\mathbf r')\frac{2\Delta}{\Delta^2+\omega^2},
\qquad f=\phi_1\phi_2 .
\]
Here \(u\) includes the Hartree potential of the induced charge, so \(P\) is the irreducible response of the random-phase approximation (RPA).

Now use \(F(i\omega)=\int d\tau\,e^{i\omega\tau}F(\tau)\). Splitting the integral at zero gives
\[
\int_{-\infty}^{\infty}d\tau\,e^{i\omega\tau}e^{-\Delta|\tau|}
=\frac1{\Delta-i\omega}+\frac1{\Delta+i\omega}
=\frac{2\Delta}{\Delta^2+\omega^2}.
\]
Thus \(P(\tau)=-2ff'e^{-\Delta|\tau|}\), where the prime marks \(\mathbf r'\), and
\[
e^{-\Delta\tau}=e^{-(\varepsilon_2-\mu)\tau}\,e^{-(\mu-\varepsilon_1)\tau}.
\]
One factor knows the empty orbital, the other the occupied one.

## Many orbitals

With several occupied orbitals, mixing among them does not alter the density: only the real parts of the coefficients enter the density, and since these are odd in the energy difference, the real parts of the coefficients of \(\phi_j\) in \(\psi_i\) and of \(\phi_i\) in \(\psi_j\) are opposite. What remains is
\[
P(i\omega)=-2\sum_{ia}\phi_i\phi_a\,\phi_i'\phi_a'\,
\frac{2\Delta_{ia}}{\Delta_{ia}^2+\omega^2},
\qquad \Delta_{ia}=\varepsilon_a-\varepsilon_i .
\]
The energy factor ties the two sums together. At \(\omega=0\) it is \(2/\Delta_{ia}\). If this were a product \(x_iy_a\), then \(\Delta_{11}\Delta_{22}\) would equal \(\Delta_{12}\Delta_{21}\). Expanding the difference gives \((\varepsilon_{a_1}-\varepsilon_{a_2})(\varepsilon_{i_1}-\varepsilon_{i_2})\), which is nonzero for distinct levels.

In imaginary time the factor does separate. Define
\[
G(\mathbf r,\mathbf r';\tau)=
\begin{cases}
-\sum_a\phi_a\phi_a'\,e^{-(\varepsilon_a-\mu)\tau}, & \tau>0,\\[2pt]
+\sum_i\phi_i\phi_i'\,e^{(\mu-\varepsilon_i)\tau}, & \tau<0 .
\end{cases}
\]
An empty state transforms to \(-1/(\varepsilon_a-\mu-i\omega)\), an occupied one to \(1/(\mu-\varepsilon_i+i\omega)\). Both equal \(1/(i\omega+\mu-\varepsilon_n)\), so this is the mean-field Green function \((i\omega+\mu-H)^{-1}\).

For \(\tau>0\), multiply \(G(\tau)\) by \(G(-\tau)\):
\[
G(\mathbf r,\mathbf r';\tau)G(\mathbf r',\mathbf r;-\tau)
=-\sum_{ia}\phi_a\phi_a'\phi_i'\phi_i\,e^{-\Delta_{ia}\tau}.
\]
Comparison with the transform of \(P(i\omega)\) gives
\[
\boxed{P(\mathbf r,\mathbf r';\tau)=2\,G(\mathbf r,\mathbf r';\tau)\,G(\mathbf r',\mathbf r;-\tau)}
\]
For \(\tau<0\) the two factors exchange roles, and real orbitals give the same value. Each sum is done once, and one multiplication per pair of points replaces the double sum.

**A limit.** A uniform potential must not move charge. Integrating \(P\) over \(\mathbf r'\) produces \(\int\phi_a\phi_i=0\) in every term, as required.

**Why imaginary time.** Replacing \(\tau\) by \(it\) leaves the exponential separable, so pointwise products exist in real time too. There, however, the factors are phases that do not decay. In imaginary time \(P\) dies out at least as fast as \(e^{-E_g|\tau|}\), with \(E_g\) the gap.

## Screening

The screened interaction obeys \(W=v+vPW\), where products are integrals over position. This equation is local in frequency but not in space, so \(P\) must be transformed to \(i\omega\). In reciprocal space \(v\) is diagonal and nonnegative. Inserting \(W=v^{1/2}Xv^{1/2}\) gives
\[
v^{1/2}\left(1-v^{1/2}Pv^{1/2}\right)Xv^{1/2}=v,
\]
hence
\[
W_c\equiv W-v=v^{1/2}\left[\left(1-v^{1/2}Pv^{1/2}\right)^{-1}-1\right]v^{1/2}.
\]
This matrix inversion is the step that does not become a pointwise product.

To see the time dependence of \(W_c\), return to one pair. Put \(P=-p\,ff'\) with \(p=4\Delta/(\Delta^2+\omega^2)\), and let \(w=vf\), \(K=\int fw\). Trying \(W_c=-c\,ww'\) in the equation for \(W\) gives \(-c=-p+pcK\), so
\[
c=\frac{p}{1+pK}=\frac{4\Delta}{\Omega^2+\omega^2},\qquad \Omega^2=\Delta^2+4\Delta K .
\]
Repulsion raises the excitation energy from \(\Delta\) to \(\Omega\). For \(K\to0\) this returns \(c=p\), which is the leading-order result \(W_c=vPv\).

For many pairs, let \(D\) be the diagonal matrix of the \(\Delta_{ia}\), let \(A\) have the columns \(\phi_i\phi_a\), and set \(B=2AD^{1/2}\). Then \(P=-B(D^2+\omega^2)^{-1}B^T\). Trying \(W_c=-vB\,C\,B^Tv\) gives
\[
C=(D^2+\omega^2)^{-1}\left[1-B^TvB\,C\right],\qquad
C=\left(D^2+\omega^2+B^TvB\right)^{-1}.
\]
Diagonalize \(D^2+B^TvB\), with eigenvalues \(\Omega_s^2\) and eigenvectors \(Z_s\). With \(w_s=vBZ_s/\sqrt{2\Omega_s}\),
\[
W_c(i\omega)=-\sum_sw_sw_s'\frac{2\Omega_s}{\Omega_s^2+\omega^2},\qquad
W_c(\tau)=-\sum_sw_sw_s'\,e^{-\Omega_s|\tau|}.
\]
Since \(B^TvB\) has no negative eigenvalue, no \(\Omega_s\) lies below the smallest \(\Delta_{ia}\). This diagonalization is useful for analysis and as a reference; the space-time method does not need it.

## The self-energy

On the imaginary axis the GW self-energy is defined by
\[
\Sigma(\mathbf r,\mathbf r';i\omega)=-\int\frac{d\omega'}{2\pi}\,
G(\mathbf r,\mathbf r';i\omega+i\omega')\,W(\mathbf r,\mathbf r';i\omega').
\]
Transform to time and substitute \(\nu=\omega+\omega'\), so that \(e^{-i\omega\tau}=e^{-i\nu\tau}e^{i\omega'\tau}\):
\[
\Sigma(\tau)=-\int\frac{d\nu}{2\pi}e^{-i\nu\tau}G(i\nu)
\int\frac{d\omega'}{2\pi}e^{i\omega'\tau}W(i\omega')
=-G(\tau)W(-\tau).
\]
\(W\) is even in time, so the correlation part is
\[
\boxed{\Sigma_c(\mathbf r,\mathbf r';\tau)=-G(\mathbf r,\mathbf r';\tau)\,W_c(\mathbf r,\mathbf r';\tau)}
\]

**The unscreened limit.** If \(W=v\), then \(W(\tau)=v\,\delta(\tau)\), and the value of \(G\) at its jump is needed. In operator form \(G(\mathbf r,\mathbf r';\tau)=-\langle T\,\hat\psi(\mathbf r,\tau)\hat\psi^\dagger(\mathbf r',0)\rangle\), with \(T\) ordering later times to the left. The interaction has its creation operators to the left of its annihilation operators, and that order arises for \(\tau=0^-\), where \(G=\langle\hat\psi^\dagger(\mathbf r')\hat\psi(\mathbf r)\rangle\) is the one-spin density matrix. Then
\[
\Sigma_x(\mathbf r,\mathbf r')=-\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')\,v(\mathbf r,\mathbf r'),
\]
which is Fock exchange with the correct sign.

Inserting the exponentials of \(G\) and \(W_c\) and transforming back gives, for a diagonal element,
\[
\Sigma_{c,nn}(E)=\sum_s\left[\sum_a\frac{M_{nas}^2}{E-\varepsilon_a-\Omega_s}
+\sum_i\frac{M_{nis}^2}{E-\varepsilon_i+\Omega_s}\right],
\]
with \(M_{nms}=\int\phi_n\phi_mw_s\) and \(E=\mu+i\omega\) continued to real energy. No pole lies between the highest occupied energy minus \(\Omega_{\min}\) and the lowest empty energy plus \(\Omega_{\min}\). Both band edges are inside this window, so \(\Sigma_{c,nn}\) is smooth there. How well a continuation from a few imaginary frequencies reproduces it is checked against this pole formula in the example below.

## How many times are needed

Every function of \(\tau\) above is a sum of decaying exponentials on each half-line. A time grid therefore needs weights \(\lambda_j(\omega)\) with
\[
\sum_j\lambda_j(\omega)e^{-E\tau_j}\approx\frac1{E-i\omega}
\]
over the energies that occur. I place the \(\tau_j\) evenly in \(\ln\tau\) and fit the weights by least squares. Then \(P(i\omega)=2\sum_j\mathrm{Re}\,\lambda_j\,P(\tau_j)\), while \(\Sigma_c(i\omega)=\sum_j[\lambda_j\Sigma_c(\tau_j)+\lambda_j^*\Sigma_c(-\tau_j)]\). A second fit, of \(e^{-\Omega\tau_j}\) by the functions \(2\Omega/(\Omega^2+\omega_k^2)\), brings \(W_c\) back to time.

As a test at \(\omega=0\), let \(E\) run from 1 to \(R\), with times from \(0.02/R\) to 12. An absolute error below \(10^{-6}\) in \(1/E\) takes, with this logarithmic grid, 15, 19 and 23 points for \(R=10\), 100 and 1000. Each tenfold increase costs four more points, which is logarithmic growth over the range tried. These counts belong to this grid and to \(\omega=0\): at \(\omega=3\) the same grid needs 15, 26 and 32 points, while optimising the positions of the times as well brings the \(\omega=0\) counts down to about 6, 9 and 12.

## Counting the work

Let \(N_r\) be the number of grid points and \(N_b\) the number of orbitals, both proportional to system size. There are \(N_\tau\) times and \(N_\omega\) frequencies.

- Building \(G\): \(N_\tau N_r^2N_b\).
- Products for \(P\) and \(\Sigma_c\): \(N_\tau N_r^2\).
- Time-frequency transforms: \(N_\tau N_\omega N_r^2\).
- Fast Fourier transforms in space: \(N_\omega N_r^2\log N_r\).
- Inversion for \(W\): \(N_\omega N_r^3\).

The pair sum costs \(N_iN_aN_r^2\) per frequency, which is quartic. The list above is cubic provided \(N_\tau\) and \(N_\omega\) stay fixed as the system grows. That holds when the ratio of largest to smallest excitation energy stays fixed. If the gap closes with increasing size, the grids must grow and a fixed grid fails. This is the scaling of the space-time method; the fitted grids used here are one way of carrying out its transforms.

## A ring of electrons

Take a ring of 6 cells, each 4 bohr long with 8 grid points and two electrons. The effective potential is \(-0.6\cos(2\pi x/a)\) hartree, with \(a\) the cell length. Electrons repel as \(1/\sqrt{d^2+1}\), where \(d\) is the chord between them in bohr. The potential is taken to contain the Hartree term but no exchange or correlation, so the whole of \(\Sigma\) is a correction. Orbitals are normalised by \(\sum_x\phi^2=1\), which turns integrals into grid sums and makes \(G(\tau)\) dimensionless.

Diagonalizing the 48-point Hamiltonian gives 6 occupied and 42 empty orbitals, a gap of 0.591 Ha and a largest transition of 19.9 Ha. I use 32 times and 32 frequencies. At two points 1 bohr apart, the first at a potential minimum, and \(\tau=0.987\ \mathrm{Ha}^{-1}\),
\[
G(\tau)=0.018637,\qquad G(-\tau)=0.117389,
\]
\[
P(\tau)=2(0.018637)(0.117389)=4.3755\times10^{-3}.
\]
The explicit sum over all 252 pairs gives the same value. The screening step yields \(W_c(\tau)=-9.027\times10^{-3}\ \mathrm{Ha}^2\), so
\[
\Sigma_c(\tau)=-(0.018637)(-9.027\times10^{-3})=1.682\times10^{-4}\ \mathrm{Ha}^2 .
\]

For the band edges, \(\Sigma_{c,nn}\) at 12 imaginary frequencies between 0.2 and 20 Ha is continued to real energy by a Padé continued fraction. Expanding \(E=\varepsilon+\Sigma_x+\Sigma_c(E)\) to first order about \(\varepsilon\) gives
\[
E=\varepsilon+Z\left[\Sigma_x+\Sigma_c(\varepsilon)\right],\qquad
Z=\frac1{1-\Sigma_c'(\varepsilon)} .
\]
In hartree, the top occupied and lowest empty levels become
\[
-0.0239+0.9699(-0.7704+0.0122)=-0.759,
\]
\[
0.5674+0.9687(-0.1331-0.0160)=0.423 .
\]
Within this linearisation the gap rises from 0.591 Ha (16.1 eV) to 1.182 Ha (32.2 eV). The pole formula, with the RPA matrix diagonalized and the same linearisation, also gives 1.182 Ha. This value is unchanged by a finer grid but belongs to the 6-cell ring: for 12 cells it is 1.174 Ha.

The doubling comes mainly from exchange, which lowers the occupied edge by 0.637 Ha more than the empty one. Correlation reduces the gap by 0.028 Ha before the factors \(Z\) are applied. So large a shift also strains the linearisation. The lowest RPA excitation is 0.602 Ha, so the window guaranteed free of poles begins at \(-0.024-0.602=-0.626\) Ha. The pole at that edge has no weight in the occupied element, since this excitation is odd about a potential minimum and the square of the orbital is even. The first pole that does couple lies at \(-0.703\) Ha, still above the shifted occupied level, which therefore falls among the poles of \(\Sigma_{c,nn}\). The values of \(\Sigma_c\) at the mean-field energies are sound, but \(-0.759\) Ha should not be read as a solution of the full nonlinear equation, nor 1.182 Ha as a quasiparticle gap. A starting potential that already contains exchange would be the natural remedy.

## Larger rings

Rings of 32 and 64 cells have the same mean-field gap and largest transition as the small one, so the 32 times can be kept. At \(\omega=0.5\) Ha, the \(P\) from products differs from the pair sum by \(1.3\times10^{-8}\) of its largest element at both sizes.

Run times, each the best of a few repeats, were as follows. The pair sum, for one frequency, took 0.034 s for 32 cells and 0.513 s for 64, a factor of 14.9. The products, over all 32 times, took 0.054 s and 0.416 s, a factor of 7.8. Operation counts predict 16 and 8. In these runs the pair sum is faster on the smaller ring and slightly slower on the larger one; the size at which the two cross depends on machine and implementation. The gain in scaling is paid for by a prefactor \(N_\tau\). That price is paid once, however many frequencies are wanted, because the same \(P(\tau_j)\) serve them all and only the time-frequency transform is repeated, whereas the pair sum must be redone for each. At four frequencies the products are already faster on the smaller ring too.

Numbers in the example were calculated in double precision.
